# Film Volume Lost at Contacts Between Equal Coated Spheres, part 2

The thickness of a film deposited on a powder is to be found from the film volume. The particles are equal, hard, smooth spheres (cores) of radius $R$, each with a film of thickness $h$, and $a=R+h$. Growth advances equally along every surface normal and stops where two fronts meet; the precursor is assumed to reach every open surface.

For a touching pair, the contact is the origin and the $z$ axis passes through both centres, with core 1 at $z=-R$ and core 2 at $z=+R$. The distance from the axis is $\rho$. The coated balls $B_1$ and $B_2$ have radius $a$ about these centres. The film is their union without the cores. Their common part is a lens of two caps meeting in the plane $z=0$, with rim (neck) radius $\rho_n$:

$$\rho_n^2=a^2-R^2=2Rh+h^2=h(2R+h).$$

A cap of height $t$ has volume

$$V_{\rm cap}(a,t)=\frac{\pi t^2(3a-t)}{3},$$

and the lens has volume

$$L=\frac{2\pi h^2(3R+2h)}{3}.$$

The true overlap of the coatings, taken as shells without cores, is

$$S=\frac{\pi h^2(2R+h)^2}{4R},\qquad 0\le h\le2R.$$

The part of each core inside the other coated ball has volume

$$C=\pi h^2\left(\frac R2+\frac h6-\frac{h^2}{8R}\right)=\frac{\pi h^2(12R^2+4Rh-3h^2)}{24R},\qquad 0\le h\le2R.$$

These satisfy $L=S+2C$. With $v=\frac{4\pi}{3}(a^3-R^3)$ the coating volume of one isolated sphere, the film on the pair has volume $2v-L$: the volume to subtract is $L$, not $S$. Each contact buries a cap of area $2\pi ah$ on each sphere.

In a powder with $Z$ contacts per particle on average, each contact is shared by two particles. If coated balls overlap only at contacts and no point lies in three of them, the film volume per particle (the contact count) is

$$v_Z=v-\frac{ZL}{2}.$$

The worked example uses $R=50$ nm, $h=5.0$ nm and $Z=6$, with volumes in nm³.

## When three coated spheres meet

The contact count fails once three coated balls have a common region. For hard spheres there is a thickness below which this cannot happen, whatever the packing.

Suppose a point $P$ is at distances $r_1,r_2,r_3$ from three centres, none larger than $a$. Replace $P$ by its projection on a plane through the centres; this cannot increase any of the distances. If the projected point coincides with a centre, the other centres are at least $2R$ away, so $a\ge2R$. Otherwise, the three directions from the point to the centres divide the full angle of $360^\circ$ into three parts, and at least one part is no larger than $120^\circ$. For the two centres $i$ and $j$ that bound it, the cosine of the angle is at least $-\tfrac12$, and the law of cosines gives

$$d_{ij}^2\le r_i^2+r_j^2+r_ir_j\le3a^2 .$$

Hard cores require $d_{ij}\ge2R$. A common point therefore needs $a\ge2R/\sqrt3$. There is none if

$$h<\left(\frac{2}{\sqrt3}-1\right)R\simeq0.1547\,R .$$

Three mutually touching spheres reach this limit: the centre of their triangle is at the distance $2R/\sqrt3$ from each sphere centre. At the same thickness the films close the triangular window between these spheres, so the limit also marks a change in access for the precursor.

A numerical test with such a triangle shows both sides of the limit. At $h/R=0.15$ the film volume differs from the contact count, $3v-3L$, by $-6\times10^{-6}R^3$, which is within the error allowed for the numerical grid. At $h/R=0.40$ the true film is larger by $0.239R^3$. The sign is as expected: the region common to all three balls is counted three times in the balls and removed three times with the lenses, so it has to be added back once.

## Neighbours that do not quite touch

Let the cores be separated by a surface gap $s$, with $0\le s\le2h$. The middle plane is now at the distance $R+s/2$ from each centre, and the height of each cap falls to

$$t=a-\left(R+\frac s2\right)=\frac{2h-s}{2}.$$

The other factor in the cap volume is

$$3a-t=3R+3h-h+\frac s2=\frac{6R+4h+s}{2}.$$

Twice the cap volume gives the new lens:

$$L(s)=\frac{2\pi}{3}\,\frac{(2h-s)^2}{4}\,\frac{6R+4h+s}{2}=\frac{\pi(2h-s)^2(6R+4h+s)}{12}.$$

It returns to $L$ at $s=0$ and vanishes at $s=2h$, when the films just meet. The argument for the film volume is unchanged, so $L(s)$ is again the missing film. For $h\ll R$ the relative size is

$$\frac{L(s)}{L}\simeq\left(1-\frac{s}{2h}\right)^2\simeq1-\frac sh\quad(s\ll h).$$

The relevant comparison is thus between the gap and the film thickness, not between the gap and the particle radius.

This has two consequences for a powder. A small gap at a supposed contact leaves more film than the contact count predicts. Near neighbours that were not counted as contacts, but have gaps below $2h$, leave less. If all counted contacts are true point contacts and no three coated balls meet, $v_Z$ is therefore an upper bound on the film volume per particle in this model.

## A seam that the precursor cannot fill

The model lets the two fronts close completely. A precursor molecule has a finite size, and a gap narrower than the molecule cannot admit it. A simple estimate assumes that growth stops when the remaining gap has a width $w$. An unfilled seam is then left around the middle plane.

At distance $\rho$ from the axis the original gap between the cores is

$$g(\rho)=2\left(R-\sqrt{R^2-\rho^2}\right).$$

The seam has the width $w$ where $g>w$, and the width $g$ closer to the contact, where the gap was too narrow from the start. Consider first a full slab of thickness $w$ and radius $\rho_n$, with volume $\pi w\rho_n^2$. The two cores protrude into it as caps of height $w/2$, which must be removed:

$$2\cdot\frac{\pi}{3}\left(\frac w2\right)^2\left(3R-\frac w2\right)=\pi w^2\left(\frac R2-\frac{w}{12}\right).$$

The seam volume out to the neck radius is

$$U=\pi w\left[\rho_n^2-w\left(\frac R2-\frac w{12}\right)\right].$$

The stopping rule also acts a little beyond $\rho_n$, where the completed films would leave a gap narrower than $w$. The whole missing film is the part of the original film with $|z|<w/2$. In a slice at $0<z<w/2$ this film lies between core 2 and the surface of $B_2$, and its area is

$$\pi\left[a^2-(z-R)^2\right]-\pi\left[R^2-(z-R)^2\right]=\pi\rho_n^2 .$$

The lower half contributes equally, so the missing film is

$$U_{\rm tot}=\pi w\rho_n^2 .$$

It exceeds $U$ by $\pi w^2(R/2-w/12)$, which is the part beyond the neck radius. The estimate is meant for $w$ below $h$ and $h$ well below $R$. In that regime

$$\frac UL\simeq\frac wh\left(1-\frac{w}{4h}\right),\qquad\frac{U_{\rm tot}}L\simeq\frac wh .$$

This loss reduces the film further, so it adds to that of $L$. The stopping rule itself is an assumption; the formula gives the size of the effect and does not predict the shape of a real seam.

## Finding the thickness from the film volume

With $v=4\pi(R^2h+Rh^2+h^3/3)$ and $ZL/2=\pi Z(Rh^2+2h^3/3)$, the film volume per particle becomes

$$v_Z=4\pi R^2h+\pi(4-Z)Rh^2+\frac{2\pi}{3}(2-Z)h^3 .$$

This is a cubic equation for $h$ when $v_Z$ is known. The second term shows two opposing effects. The area of a growing sphere increases, which contributes $4\pi Rh^2$, while the contacts bury surface, which contributes $-\pi ZRh^2$. At $Z=4$ they cancel in this order, and the film volume is close to the flat-surface value $4\pi R^2h$.

The solution is unique in the range of interest if the volume grows steadily with $h$. Its derivative is the exposed area per particle. Each contact buries an area $2\pi ah$ on each particle, so

$$\frac{dv_Z}{dh}=4\pi a^2-2\pi Zah=2\pi a\left[2R-(Z-2)h\right].$$

For $Z\le2$ this is positive at every thickness. For $2<Z\le12$ it is positive at least up to $h=0.2R$, which lies above the limit $0.1547R$ found for triple overlap. There is then at most one root within the range where triple overlap is excluded.

If the contacts are ignored, the same film volume is assigned to an isolated shell, and the apparent thickness is

$$h_{\rm app}=\left(R^3+\frac{3v_Z}{4\pi}\right)^{1/3}-R\simeq h-\frac{Zh^2}{4R},$$

where the last form keeps terms up to $h^2$. To obtain it, set $4\pi(R^2h_{\rm app}+Rh_{\rm app}^2)$ equal to $4\pi(R^2h+Rh^2)-\pi ZRh^2$; the terms $Rh_{\rm app}^2$ and $Rh^2$ differ only in third order. The apparent thickness is too small.

## Worked example: an oxide film on a nanopowder

Take $R=50$ nm, a growth of $0.10$ nm per cycle and 50 cycles, so that $h=50\times0.10=5.0$ nm. Let each particle have $Z=6$ contacts and no further neighbours with gaps below $2h$. Then $h/R=0.10$, below the limit $0.1547$.

The neck radius is $\rho_n=\sqrt{2(50)(5)+5^2}=\sqrt{525}=22.9$ nm. The volumes at one contact are

$$L=\frac{2\pi(25)(150+10)}{3}=8378\ \text{nm}^3,$$

$$S=\frac{\pi(25)(105)^2}{200}=4330\ \text{nm}^3,$$

$$C=\frac{\pi(25)(30000+1000-75)}{1200}=2024\ \text{nm}^3 .$$

The sum $S+2C=4330+4048=8378$ nm³ reproduces $L$, and $S/L=0.517$. Random points, classified only by their distances from the two centres, gave $8376\pm10$ nm³ for the lens and $4330\pm8$ nm³ for the overlap of the coatings, where the uncertainties are one standard deviation.

The isolated coating has $v=\frac{4\pi}{3}(55^3-50^3)=173\,311$ nm³. For a single touching pair the loss is $8378/(2\times173\,311)=2.4\%$ of the two isolated coatings. In the powder,

$$v_Z=173\,311-3\times8377.6=148\,178\ \text{nm}^3,$$

and the missing share is $14.5\%$ of the isolated coating. Ignoring the contacts would turn this film volume into an apparent thickness of $4.33$ nm instead of $5.0$ nm, an error of $13\%$ relative to the true thickness.

The choice between $L$ and $S$ matters here. Subtracting $S$ at each contact would leave a volume $2C$ too much, or $3\times2\times2024=12\,144$ nm³ per particle. That is $8\%$ of the correct film volume.

## How large the neglected effects are

With $R$, $h$ and $Z$ held fixed, consider a surface gap of $0.5$ nm at every contact. The lens falls from $8378$ to $7573$ nm³, by $9.6\%$. Each particle gains $3\times805=2415$ nm³ of film, which is $1.6\%$ of $v_Z$.

A seam of $0.7$ nm, roughly the size of a precursor molecule, has a volume $U$ of $1116$ nm³ inside the neck radius, or $13\%$ of $L$. With the part beyond the neck, the missing film is $\pi(0.7)(525)=1155$ nm³ per contact. Three contacts per particle remove about $3460$ nm³, or $2.3\%$ of $v_Z$. A seam of $2.0$ nm, standing for a wedge that receives too little precursor, has $2987$ nm³ inside the neck radius, or $36\%$ of $L$. The missing film is then $\pi(2.0)(525)=3299$ nm³ per contact, which lowers the film volume per particle by about $7\%$.

The film missing at a contact is thus sensitive to details on the scale of a nanometre, while the total film volume is much less so. In this example the correction for contacts is larger than the uncertainty from either effect, but quoting it accurately for a real powder would require knowledge of the contacts themselves and of any near neighbours with gaps below $2h$.

## Comparison with real powders

The chosen values are round numbers in the regime of oxide deposition from a metal alkyl and water, where a growth of about $0.1$ nm per cycle is a rough typical value. Six contacts per particle is about the number in a fairly dense random packing; loose nanopowders can have considerably fewer. The example also assumes no other neighbours with gaps below $2h$. This holds for a simple cubic arrangement but usually not for a random packing, where the loss would be larger than $14.5\%$: a neighbour at a gap $s=h$ already removes about a quarter of $L$. The total of such terms is not estimated here. The loss is proportional to $Z$, at $2.4\%$ of the isolated coating per contact in the example, so two contacts would give about $5\%$ instead of $14.5\%$.

One assumption open to doubt is that the contacts persist throughout the deposition. In a stirred or fluidised powder, particles can separate and touch again elsewhere, and a surface buried in one cycle may be exposed in the next. If no contact lasted long enough to bury any surface, the film volume per particle would be $v$ rather than $v_Z$, larger by $17\%$ of $v_Z$. The static model and this limit describe the two extremes of contact lifetime. They are not strict bounds on the film volume, however. Seams and near neighbours take the film below $v_Z$. A fracture that runs beyond the neck and peels film off one core exposes new surface, and further growth can then take the film above $v$; a break confined to the lens cannot, since each piece stays inside its own coated ball. Real powders also contain particles of different sizes and particles joined by solid necks. The formulas for equal spheres with point contacts do not cover these cases.

For a static powder of nearly equal spheres with point contacts, no other neighbours with gaps below $2h$, and $h<0.1547R$, the thickness can therefore be found from the cubic equation for $v_Z$, with $L$ as the correction per contact. Random packings usually do contain such near neighbours. Each of these pairs removes a further volume $L(s)$, and if this is left out, the thickness found from a measured film volume is too small. The main values of the example are collected in the numerical output.

## Numbers as computed

```
INPUTS
sphere radius R = 50.0 nm
growth per cycle = 0.10 nm, cycles = 50
coating thickness h = 5.00 nm
contacts per particle Z = 6
TWO TOUCHING SPHERES
neck radius = 22.91 nm
lens of coated balls L = 8377.6 nm^3
overlap of coating shells S = 4329.5 nm^3
core intrusion C, each core = 2024.0 nm^3
ratio S/L = 0.5168
ratio S/L by slicing at h/R = 0.01: 0.5017
random points: L = 8376 +- 10 nm^3
random points: S = 4330 +- 8 nm^3
isolated shell, one sphere = 173311 nm^3
film on the touching pair = 338245 nm^3
missing share of pair film = 2.42 %
POWDER
limit of h/R for no triple overlap = 0.1547
h/R in the example = 0.100
film per particle = 148178 nm^3
missing share per particle = 14.5 %
thickness inferred if contacts ignored = 4.33 nm
triangle, h/R = 0.15: contact-count error = -5.7e-06 R^3
triangle, h/R = 0.40: contact-count error = 0.239 R^3
NEGLECTED EFFECTS
lens with a 0.5 nm surface gap = 7572.6 nm^3
change of L due to that gap = -9.6 %
seam 0.7 nm wide: volume = 1116 nm^3
  relative to L = 13.3 %
  relative to pair film = 0.33 %
seam 2.0 nm wide: volume = 2987 nm^3
  relative to L = 35.6 %
  relative to pair film = 0.88 %
```
